# How a 10 meV Barrier Increase Changes Contact Resistivity

**Question**

I have two silicide contacts to n-type silicon at 300 K. One is lightly doped and conducts by thermionic emission. The other is heavily doped and conducts by field emission, with $E_{00}=0.12$ eV. In both, the Schottky barrier rises by 10 meV with the doping unchanged. By what percentage does the specific contact resistivity rise in each?

For the first contact I multiplied $d\rho_c/d\phi$ by 10 meV and got about 39 percent, but I am not sure that a linear estimate is good enough. For the second I don't see what takes the place of $kT$, or why temperature should drop out.

**Answer**

The linear estimate is too crude for the first contact, because 10 meV is not small compared with $kT$. In the second contact, $E_{00}$ takes the place of $kT$ in the leading exponential. Both statements follow from one expression for the conductance.

**Conductance at zero bias**

Specific contact resistivity is $\rho_c=1/G$, where $G=(dJ/dV)_{V=0}$ and $J$ is the current density. I use atomic units in the algebra: $\hbar=m_e=e=4\pi\varepsilon_0=1$.

Take one conduction valley with masses $m_x,m_y,m_z$ and the interface normal to $x$. The electron flux towards the metal is

$$J_\rightarrow=\frac{2}{(2\pi)^3}\int dk_x\,dk_y\,dk_z\,v_xDf .$$

The factor 2 counts spin, $f$ is the Fermi function and $D$ the transmission probability. If transverse momentum is conserved, and its effect on the motion in the metal is neglected, $D$ depends only on the energy $E$ of motion along $x$. Use $v_x\,dk_x=dE$ and $dk_y\,dk_z=2\pi\sqrt{m_ym_z}\,dE_\perp$. Subtracting the reverse flux from the metal gives

$$J(V)=\frac{M}{2\pi^2}\int dE\,D\int_0^\infty dE_\perp\,[f(E+E_\perp-V)-f(E+E_\perp)],$$

where $M$ is the sum of $\sqrt{m_ym_z}$ over valleys that share the same $D$. Valleys with a different $D$ are added as separate terms. A positive $V$ raises the electron energies in the semiconductor.

At $V=0$ the bracket vanishes, so the change of $D$ with bias contributes nothing to the derivative. The first term contributes $\int_0^\infty(-f')\,dE_\perp=f(E)$. Therefore

$$G=\frac{M}{2\pi^2}\int D(E)f(E)\,dE. \tag{1}$$

**Thermionic emission**

Let $\phi$ be the barrier top measured from the Fermi level $E_F$. Set $D=1$ above the top and $D=0$ below it. Since $\phi\gg kT$, $f\simeq e^{-(E-E_F)/kT}$ above the barrier, and

$$G=\frac{M}{2\pi^2}\int_{E_F+\phi}^{\infty}e^{-(E-E_F)/kT}dE
=\frac{MkT}{2\pi^2}e^{-\phi/kT}.$$

The prefactor does not contain $\phi$. For an increase $\delta$ at fixed temperature,

$$\frac{\rho_c(\phi+\delta)}{\rho_c(\phi)}=e^{\delta/kT}.$$

At 300 K, $kT=0.02585$ eV, so $\delta/kT=0.010/0.02585=0.387$ and $e^{0.387}=1.472$. **The thermionic resistivity rises by about 47 percent.**

Your 39 percent is the first term of $e^{\delta/kT}-1=\delta/kT+(\delta/kT)^2/2+\cdots$. The logarithm of the resistivity changes linearly, but the resistivity itself does not. A 10 meV decrease would lower it by 32 percent, since $e^{-0.387}=0.679$.

**Field emission: the origin of $E_{00}$**

Now electrons tunnel through the depletion layer. Assume uniformly distributed ionized donors of density $N$, relative permittivity $\kappa$ and depletion width $w$. Poisson's equation for the electron potential energy $V(x)$, measured from the bulk band edge, is $V''=4\pi N/\kappa$. With $V(w)=V'(w)=0$,

$$V(x)=\frac{2\pi N}{\kappa}(w-x)^2=V_d\left(1-\frac{x}{w}\right)^2,\qquad
w=\sqrt{\frac{\kappa V_d}{2\pi N}}.$$

Here $V_d=\phi+\xi$ is the band bending, and $\xi$ is the bulk Fermi level measured from the band edge.

The WKB approximation gives $D=e^{-S}$. For tunnelling mass $m$ and an electron at the band edge, $E=0$,

$$S=2\int_0^w\sqrt{2mV(x)}\,dx
=2\sqrt{2mV_d}\int_0^w\left(1-\frac{x}{w}\right)dx
=w\sqrt{2mV_d}.$$

Inserting $w$ gives

$$S=V_d\sqrt{\frac{\kappa m}{\pi N}}=\frac{V_d}{E_{00}},\qquad
E_{00}=\sqrt{\frac{\pi N}{\kappa m}}.$$

In SI units, $E_{00}=(e\hbar/2)\sqrt{N/(m\varepsilon)}$, with $\varepsilon=\kappa\varepsilon_0$.

The leading law places the Fermi level at the band edge, $\xi=0$, and ignores the variation of the prefactor. Then $\rho_c\propto e^{\phi/E_{00}}$, and

$$\frac{\delta}{E_{00}}=\frac{0.010}{0.12}=0.0833,\qquad e^{0.0833}=1.087 .$$

**The field-emission resistivity rises by about 9 percent.** The linear estimate, 8.3 percent, is adequate here. A 10 meV decrease gives a fall of 8.0 percent.

Physically, a thermionic electron must find the extra 10 meV from heat, and the supply of such electrons falls on the scale $kT$. A tunnelling electron does not climb the barrier. It meets a barrier that is slightly higher and, at fixed doping, slightly wider. Each change contributes a factor $\sqrt{V_d}$ to $S$, so they contribute equally to the band-edge sensitivity.

**What the leading law leaves out**

In a heavily doped contact, electrons tunnel from a range of energies above the band edge. To include them, put $v=\sqrt{V(x)}$. Since $v=\sqrt{V_d}(1-x/w)$ and $w\propto\sqrt{V_d}$, the exponent at energy $E$ becomes

$$S(E)=\frac{2}{E_{00}}\int_{\sqrt E}^{\sqrt{V_d}}\sqrt{v^2-E}\,dv .$$

The barrier height now appears in the upper limit alone. At fixed $N$, $\xi$ and $E$,

$$\frac{\partial S}{\partial\phi}
=\frac{2}{E_{00}}\sqrt{V_d-E}\,\frac{1}{2\sqrt{V_d}}
=\frac{1}{E_{00}}\sqrt{1-\frac{E}{V_d}}. \tag{2}$$

Differentiating (1) gives

$$\frac{d\ln\rho_c}{d\phi}=\frac{1}{E_{00}}\left\langle\sqrt{1-\frac{E}{V_d}}\right\rangle.$$

The average has weight $Df$, and the square root is replaced by zero above the barrier, where $D=1$. There is no extra term from the moving top because $D$ is continuous there. The average cannot exceed one, so within this WKB model the leading law gives an upper bound on the rise.

**Numbers for a silicide contact**

Take rough values for a silicide on (100) n-type silicon: $\phi=0.60$ eV and a relative permittivity near 12, entered in the calculation as $\kappa=11.7$. Four valleys have mass 0.19 along the normal, and two have mass 0.92. The light valleys carry nearly all the tunnelling current. With $m=0.19$, the given $E_{00}$ requires $N=\kappa mE_{00}^2/\pi$, or $9.3\times10^{19}$ cm$^{-3}$.

Filling all six valleys with this electron density at 300 K gives $\xi=0.061$ eV. Numerical integration of (1) for the light valleys puts the mean tunnelling energy 0.010 eV above the Fermi level, so $E\simeq0.071$ eV. With $V_d=0.661$ eV, the square root in (2) is about 0.94. The estimated rise is therefore $e^{0.94\times0.0833}-1$, or about 8 percent.

The full integral gives 8.2 percent, from $4.84\times10^{-8}$ to $5.24\times10^{-8}$ ohm cm$^2$. This treats the depletion layer as empty of mobile electrons. Including their charge in Poisson's equation widens the barrier: the initial resistivity becomes about $7.1\times10^{-8}$ ohm cm$^2$, but the rise is still 8.4 percent. At 400 K, with $\xi$ recalculated and mobile charge again left out, the integral gives 8.0 percent, while the thermionic rise falls to 34 percent. Temperature has not vanished from the field-emission problem: it still spreads the energies at which electrons tunnel, and so affects the resistivity itself. It changes the percentage rise only slightly here. With $E_{00}/kT=4.6$ at 300 K, most electrons cross well below the barrier top, where the square root in (2) varies slowly with energy. When $E_{00}$ is comparable with $kT$, neither simple exponential suffices. At $E_{00}=kT$ and 300 K, both would give 47 percent, whereas the energy integral for this barrier gives 33 percent. Replacing $kT$ by $E_0=E_{00}\coth(E_{00}/kT)$ in the thermionic exponential gives 34 percent, a good estimate without the integral.

The opposite limit can be examined at $N=10^{16}$ cm$^{-3}$, where $E_{00}=0.0012$ eV. The same integral gives a 46.6 percent rise, slightly below the pure thermionic value. The difference comes from tunnelling just below the top. At depth $d$ below it, $v^2-E$ runs from 0 to $d$ and $dv\simeq d(v^2)/(2\sqrt{V_d})$, so

$$S\simeq\frac{1}{E_{00}\sqrt{V_d}}\int_0^d\sqrt t\,dt
=\frac{2d^{3/2}}{3E_{00}\sqrt{V_d}}.$$

Raising $V_d$ makes this small energy window slightly more transparent, which offsets part of the thermionic loss. The departure shrinks as doping falls: at $10^{12}$ cm$^{-3}$ the calculated rise is 47.2 percent. That density only tests the limit of the formula; in a real contact so lightly doped, drift and diffusion through the wide depletion layer would limit the current. WKB is unreliable close to the top, where $S$ is not large, so this correction is an estimate.

**How far to trust the 9 percent**

WKB also omits the prefactor caused by wave reflection. I solved the one-dimensional wave equation numerically through the same barrier, joined to a free-electron metal with a rough band depth of 10 eV. The transverse momentum in the metal was ignored. The rise became 7.4 percent, and the initial resistivity became $2.5\times10^{-8}$ ohm cm$^2$, about half the WKB value of $4.84\times10^{-8}$ for the same barrier. The assumed metal matters somewhat: band depths of 5 and 15 eV give rises of 7.6 and 7.2 percent, and resistivities of $2.1\times10^{-8}$ and $2.9\times10^{-8}$ ohm cm$^2$. The light valleys are centred at a large transverse momentum, which in a free-electron metal takes about 3.7 eV from the motion along the normal. Including this gives 7.5 percent and $2.2\times10^{-8}$ ohm cm$^2$ at a depth of 10 eV, and 8.4 percent and $2.0\times10^{-8}$ ohm cm$^2$ at 5 eV. These values use the momentum at the valley centre; integrating over the spread about the centre changes only the last figure, to $2.1\times10^{-8}$ ohm cm$^2$. With the transverse momentum again ignored and a depth of 10 eV, adding the attraction of an electron to its image charge, cut off at the metal band bottom, gave 7.15 percent and $1.7\times10^{-8}$ ohm cm$^2$. The cutoff is a model choice: placed 1 eV below the Fermi level it gives 7.2 percent and the same resistivity to two digits, and placed at the Fermi level it gives 7.2 percent and $2.5\times10^{-8}$ ohm cm$^2$. The image force lowers the barrier top by 0.22 eV, but places it 0.28 nm from the metal, where a continuum permittivity is doubtful. All these estimates use a constant tunnelling mass. If the WKB integral instead uses a two-band decay law, with a rough gap of 4 eV at the valley's transverse momentum, the rise falls from 8.2 to 7.5 percent and the initial resistivity to $4.1\times10^{-8}$ ohm cm$^2$. This law is only a rough guide: the decay shape from an empirical-pseudopotential band structure of silicon, scaled to the same mass, gives 7.7 percent and $4.3\times10^{-8}$ ohm cm$^2$. In these calculations the absolute resistivity is much more sensitive to the barrier model than the percentage is.

These resistivities are of the order of $10^{-8}$ ohm cm$^2$, a reasonable rough scale for a good silicide contact. Real contacts do not have the uniform donor charge assumed here. The mean donor spacing is 2.2 nm, while the depletion layer is 3.0 nm wide, so individual donors matter. As a rough measure, halving the active donor density divides $E_{00}$ by $\sqrt2$. The leading-law exponent becomes $0.0833\sqrt2=0.118$, and the rise becomes about 12.5 percent. The 9 percent answer therefore belongs to the stated $E_{00}$, not to every heavily doped contact.
